\section*{Must excess electrons and holes share one steady-state lifetime at traps?}

\section{The argument at issue}

The manuscript infers the excess hole density in an illuminated, gold-doped silicon layer from its photoconductance. The inference rests on three statements:
\begin{enumerate}
\item Light creates electrons and holes in pairs, at a rate $G$ per volume.
\item In steady state the traps remove electrons and holes at equal net rates.
\item Therefore the excess densities $\Delta n$ and $\Delta p$ are equal, and one lifetime describes both carriers.
\end{enumerate}
The first two statements are correct. The third does not follow from them, because equal flows through a system do not fix equal contents. The authors add that light changes the charge of only about one trap in a thousand, and conclude that trapped charge can be ignored. Whether it can depends on what that small fraction is compared with, so the balance has to be worked out.

\section{What steady state and neutrality require}

I keep the manuscript's model: a uniform, nondegenerate semiconductor with one trap level of density $N$, fixed dopant charge, no currents and no other recombination. Let $f$ be the filled fraction of the traps, $n_t=Nf$, and $c_n$, $c_p$ the capture coefficients. The densities $n_1$ and $p_1$ are those that $n$ and $p$ would have with the Fermi level at the trap, with degeneracy factors absorbed, so that $n_1p_1=n_0p_0=n_i^2$. A subscript 0 on $n$, $p$ or $f$ marks equilibrium. Capture minus thermal emission gives
\begin{align}
U_n&=c_nN\,[\,n(1-f)-n_1f\,],\label{un}\\
U_p&=c_pN\,[\,pf-p_1(1-f)\,].\label{up}
\end{align}
A captured electron fills a trap and a captured hole empties one, so $dn_t/dt=U_n-U_p$. In steady state $U_n=U_p=U=G$. This is the second statement above, and it says nothing yet about densities.

The densities are tied by neutrality. Filling a trap adds one negative charge whether the trap is an acceptor or a donor, hence
\begin{equation}
\Delta p=\Delta n+\Delta n_t .\label{neutral}
\end{equation}
With $\tau_n=\Delta n/U$ and $\tau_p=\Delta p/U$, the lifetimes are equal if and only if $\Delta n_t=0$. What matters is the change of trap charge under light, not the charge already present in the dark.

\section{The ratio of the excess densities}

Setting (\ref{un}) equal to (\ref{up}) and collecting the terms in $f$ gives
\begin{equation}
f=\frac{c_nn+c_pp_1}{D},\qquad D=c_n(n+n_1)+c_p(p+p_1).\label{f}
\end{equation}
Then $1-f=(c_nn_1+c_pp)/D$. In (\ref{un}) the terms $c_nnn_1$ cancel, leaving
\begin{equation}
U=\frac{Nc_nc_p\,(np-n_i^2)}{D}.\label{U}
\end{equation}

To find $\Delta n_t$, subtract $f_0$ from (\ref{f}). In equilibrium $U_n$ and $U_p$ vanish separately, so $f_0(n_0+n_1)=n_0$ and $f_0(p_0+p_1)=p_1$. Therefore
\begin{align}
D(f-f_0)&=c_n(n_0+\Delta n)+c_pp_1-f_0D\nonumber\\
&=c_n\Delta n-f_0(c_n\Delta n+c_p\Delta p)\nonumber\\
&=a\,\Delta n-b\,\Delta p,\label{df}
\end{align}
with $a=c_n(1-f_0)$ and $b=c_pf_0$. Insert $\Delta n_t=N(f-f_0)$ into (\ref{neutral}), multiply by $D$, and collect each excess on its own side:
\begin{equation}
\frac{\Delta p}{\Delta n}=\frac{\tau_p}{\tau_n}=\frac{D+Na}{D+Nb}.\label{ratio}
\end{equation}
Within the model this holds at any injection, although $D$ contains the actual $n$ and $p$. The right side is positive, so the two excesses have the same sign. Since $U>0$ requires $np>n_i^2$, both are positive.

The sign of $\Delta p-\Delta n$ is that of $a-b$, and its relative size is
\begin{equation}
\left|\frac{\Delta p}{\Delta n}-1\right|=\frac{N|a-b|}{D+Nb}.\label{size}
\end{equation}
The trap density is thus weighed against the doping only after each has been multiplied by a capture coefficient. If $a=b$, the lifetimes agree at every injection for any $N$. Take $f_0=1/4$, $c_p=3c_n$ and $N=50\,n_0$. The traps then hold $12.5$ electrons in the dark for each free one, yet $a=b=3c_n/4$ and the excesses are equal.

\section{Weak and strong injection}

For weak injection replace $D$ by its equilibrium value $D_0$ and keep first-order terms, $np-n_i^2\simeq n_0\Delta p+p_0\Delta n$. From (\ref{U}) and (\ref{ratio}),
\begin{align}
\tau_n&=\frac{D_0\,\Delta n}{Nc_nc_p(n_0\Delta p+p_0\Delta n)}\nonumber\\
&=\frac{D_0(D_0+Nb)}{Nc_nc_p\,[D_0(n_0+p_0)+N(n_0a+p_0b)]}.
\end{align}
The last bracket simplifies. The equilibrium relations give $n_0(1-f_0)=f_0(1-f_0)(n_0+n_1)$ and $p_0f_0=f_0(1-f_0)(p_0+p_1)$, so $n_0a+p_0b=f_0(1-f_0)D_0$. A factor $D_0$ cancels:
\begin{align}
\tau_n&=\frac{D_0+Nc_pf_0}{Nc_nc_p\,S},\qquad
\tau_p=\frac{D_0+Nc_n(1-f_0)}{Nc_nc_p\,S},\label{weak}\\
S&=n_0+p_0+Nf_0(1-f_0).\nonumber
\end{align}
When $N$ is small enough to drop from both numerators and from $S$, the two expressions merge into the common lifetime that the manuscript assumes.

They also merge at strong injection. The trap charge cannot change by more than $N$ electrons per volume, so $\Delta n\simeq\Delta p$ once both greatly exceed $N$. If they also greatly exceed $n_0,p_0,n_1,p_1$, then $D\simeq(c_n+c_p)\Delta n$, and (\ref{U}) gives
\begin{equation}
\tau_n\simeq\tau_p\simeq\frac{1}{c_nN}+\frac{1}{c_pN}.\label{strong}
\end{equation}

\section{The gold-doped layer}

Consider a $3~\mu$m n-type silicon layer at 300 K with $3\times10^{16}$ donors and $N=10^{16}$ gold atoms per cm$^3$. Gold has an acceptor level, placed here 0.55 eV below the conduction band. I use the rough values $c_n=2\times10^{-9}$ and $c_p=10^{-7}$ cm$^3$/s: a negative gold atom attracts a hole, while a neutral one offers an electron no such attraction. In the dark almost every gold atom has taken an electron from a donor, so $n_0=2.0\times10^{16}$ cm$^{-3}$ and $1-f_0\approx8\times10^{-7}$.

Here $n_1$, $p_1$ and $p_0$ are negligible, and (\ref{weak}) becomes
\begin{equation}
\tau_p\simeq\frac{1}{c_pN}=1.0~\mathrm{ns},\qquad
\tau_n\simeq\frac{1}{c_pN}+\frac{1}{c_nn_0}=(1.0+25.0)~\mathrm{ns}.\label{wait}
\end{equation}
A hole is captured by some filled trap after about 1 ns on average. That trap, now neutral, waits another 25 ns on average for an electron. During that wait the hole is gone while its partner electron is still free.

Let light of wavelength 980 nm pass through the layer with 1 W/cm$^2$, measured inside the silicon. This is $4.93\times10^{18}$ photons per cm$^2$ and second. With an absorption coefficient of about 100 cm$^{-1}$, $G=4.93\times10^{20}$ cm$^{-3}$s$^{-1}$. For a given intensity outside the layer, reflection and interference at its faces can change $G$ by nearly a factor of two. At such weak injection this scales both excess densities alike and leaves the lifetimes nearly unchanged. Solving $U_n=U_p=G$ together with (\ref{neutral}) by a numerical root search gives
\begin{equation}
\Delta n=1.28\times10^{13}~\mathrm{cm^{-3}},\qquad
\Delta p=4.9\times10^{11}~\mathrm{cm^{-3}}.
\end{equation}
Division by $G$ returns 26.0 and 1.0 ns. The difference, $1.23\times10^{13}$ cm$^{-3}$, is the density of emptied traps. It is 0.12\% of the gold, as the authors say, but 96\% of $\Delta n$, and $\Delta n$ is the quantity it must be compared with.

Nor does the effect need this much gold. By (\ref{wait}), $\tau_n/\tau_p=1+c_pN/(c_nn_0)$. With the donor density $N_D$ held fixed, $n_0=N_D-N$, and the ratio reaches 2 at
\begin{equation}
N=\frac{c_n}{c_n+c_p}\,N_D=5.9\times10^{14}~\mathrm{cm^{-3}},
\end{equation}
which is 2\% of the donor density. At $N=10^{12}$ cm$^{-3}$ the bulk lifetimes of the model are 10.02 and 10.00 $\mu$s, and a single value serves. With so little gold the surfaces of a $3~\mu$m layer matter: a recombination velocity of $10^3$ cm/s takes about 10\% of the holes at $N=5.9\times10^{14}$ cm$^{-3}$, and at $10^{12}$ cm$^{-3}$ it cuts the lifetime to about $0.15~\mu$s. The ratio $\tau_n/\tau_p$ follows from the trap balance and neutrality alone, and it remains as long as the surfaces remove pairs without storing charge.

With mobilities taken as unchanged by the light, the photoconductivity is $\Delta\sigma=q(\mu_n\Delta n+\mu_p\Delta p)$, since trapped charge does not move. If $\Delta n=\Delta p$ is assumed, the lifetime read from it is
\begin{equation}
\tau_{\rm app}=\frac{\mu_n\tau_n+\mu_p\tau_p}{\mu_n+\mu_p}=19.3~\mathrm{ns}
\end{equation}
for rough mobilities of 1100 and 400 cm$^2$/Vs. This is neither lifetime, and it overstates the hole density by a factor of 19.

\section{Stronger light in the one-level model}

While $n_1$, $p_1$ and $p_0$ stay negligible, (\ref{up}) gives $U=c_pNf\,\Delta p$ and (\ref{un}) gives $U=c_nn\,N(1-f)$. Since $f_0\simeq1$, neutrality reads $\Delta n-\Delta p=N(1-f)$, so
\begin{equation}
\tau_p=\frac{1}{c_pNf},\qquad \tau_n=\tau_p+\frac{1}{c_n(n_0+\Delta n)}.\label{inj}
\end{equation}
The numerical solution gives:
\begin{center}
\begin{tabular}{ccc}
$\Delta n$ (cm$^{-3}$) & $\tau_n$ (ns) & $\tau_p$ (ns)\\
$10^{14}$ & 25.9 & 1.0\\
$10^{15}$ & 24.9 & 1.1\\
$10^{16}$ & 21.3 & 4.6\\
$10^{17}$ & 42.8 & 38.6\\
$10^{18}$ & 50.0 & 49.5
\end{tabular}
\end{center}
The electron lifetime first falls and then rises. By (\ref{inj}), added electrons shorten the wait for electron capture, while the loss of filled traps lengthens the wait for hole capture. At $\Delta n=10^{16}$ cm$^{-3}$ the electron wait is $1/(2\times10^{-9}\times3\times10^{16})$ s $=16.7$ ns, which is the difference in that row. The limit (\ref{strong}) is 51 ns.

\section{A decay measurement}

The authors might propose to settle the matter by timing the decay after a short pulse. During a decay $U_n$ and $U_p$ need not be equal. For a weak pulse that creates $P$ pairs per volume in the same layer, the holes obey $d\Delta p/dt=-c_pN\Delta p$. The emptied traps, $e=\Delta n-\Delta p$, obey $de/dt=c_pN\Delta p-c_nn_0e$. With $\tau_h=1/(c_pN)$ and $\tau_e=1/(c_nn_0)$,
\begin{equation}
\Delta p=Pe^{-t/\tau_h},\qquad
\Delta n=\Delta p+\frac{P\tau_e}{\tau_e-\tau_h}\left(e^{-t/\tau_e}-e^{-t/\tau_h}\right).
\end{equation}
After 5 ns electrons are being captured five times as fast as holes. The electron tail decays in 25 ns, not 26 ns, so a tail time is not in general the steady-state lifetime.

The area under the decay, divided by $P$, does give that lifetime. For weak excitation $U_n$ and $U_p$ are linear in $\Delta n$ and $\Delta p$. Integrating $d\Delta n/dt=-U_n$ and $d\Delta p/dt=-U_p$ from the pulse to full recovery gives $\int U_n\,dt=\int U_p\,dt=P$. The areas therefore satisfy the steady-state equations with $G$ replaced by $P$, and
\begin{equation}
\int_0^\infty\Delta n\,dt=P\tau_n,\qquad\int_0^\infty\Delta p\,dt=P\tau_p .
\end{equation}

\section{How far the model represents the device}

The capture coefficients are rough, and the two waits in (\ref{wait}) scale inversely with them. The photoconductance reading also assumes fixed mobilities. Emptied traps scatter electrons less, and because $n_0\gg\Delta n$ even a slight rise of $\mu_n$ can add noticeably to $\Delta\sigma$. Common mobility models put the relative rise at $3$ to $7\times10^{-5}$ here, which adds 5 to 11\% to the electron signal and moves $\tau_{\rm app}$ from 19.3 to 20--21 ns. At 1 W/cm$^2$ inside the layer, the following neglected effects on the excess densities are small. With rough coefficients, ionization of gold by the light adds free electrons at 1\% of $G$ (cross-section $10^{-16}$ cm$^2$), and surfaces with a recombination velocity of $10^3$ cm/s take about 0.7\% of the holes. The shallow donors store about 1\% as many extra electrons as the band, and the light weakens by 3\% across the layer.

The assumption that fails under strong light is the single level. Neutral gold can capture a second hole through a donor level, taken 0.35 eV above the valence band, with rough coefficients $c_p'=2\times10^{-8}$ and $c_n'=6\times10^{-8}$ cm$^3$/s. At 1 W/cm$^2$ this changes both excess densities by about 0.02\%. At $\Delta n=10^{17}$ cm$^{-3}$ it cuts the lifetimes from 42.8 and 38.6 ns to 6.3 and 5.6 ns. The reason shows in the limit $n\simeq p$ without emission. Balance of each capture step gives $c_n/c_p=0.02$ negative and $c_p'/c_n'=0.33$ positive atoms per neutral one. Each neutral atom captures electrons at the rate $c_nn$ and holes at the rate $c_p'p$, and either capture leads to the loss of one pair. The lifetime is then $1.35/[N(c_n+c_p')]\approx6$ ns. At $\Delta n=10^{16}$ cm$^{-3}$ the second level already cuts the lifetimes from 21.3 and 4.6 ns to 13.0 and 2.7 ns, and with these coefficients the electron lifetime no longer rises at stronger injection. The last three rows of the table therefore describe the one-level model, not gold; at $\Delta n=10^{15}$ cm$^{-3}$ the second level already lowers both lifetimes by about 2\%.

\section{Recommendation}

The hole density should be recalculated from (\ref{neutral}) and the trap balance, or measured by a method that senses holes separately. Where one trap level suffices, the single lifetime may be kept if the right side of (\ref{size}), evaluated for the actual trap density and injection, is small compared with the accuracy claimed. Under stronger light the second gold level must be included in the balance first.
